\section*{How Many One-Debye Interface Dipoles Shift Flat-Band Voltage by 0.3 V?}

\section*{Question}

A metal--oxide--semiconductor gate stack has a thin silica layer on the semiconductor and a high-permittivity oxide between the silica and the gate. Dipoles of one debye sit at the interface between the two oxides, all normal to it. What areal density $N$ shifts the flat-band voltage by $0.3$ V, if dielectric screening and the mutual depolarization of the dipoles are neglected? How does the answer scale, and how much do the neglected effects change it?

\section*{Answer}

About $8.0\times10^{13}$ dipoles per cm$^2$ are needed, or one per $1.26$ nm$^2$. The estimate follows from the potential step across a double sheet of charge.

\subsection*{The potential step of a dipole sheet}

Let $x$ run from the semiconductor to the gate. Each dipole has moment $p$, directed from its negative to its positive end, and the positive end faces the gate. Averaged over the interface, the dipoles act as two charged planes a distance $d$ apart, with charge $-\sigma$ per area on the semiconductor side and $+\sigma$ on the gate side. An area $A$ holds $NA$ dipoles with total moment $NAp$. The two planes give the moment $\sigma A d$, so
\begin{equation}
\sigma d=Np .
\end{equation}

At flat band the semiconductor has no band bending and no field at its surface. Assume that the oxides contain no other charge. Gauss's law states that the displacement $D$ changes by the charge per area crossed. Starting from $D=0$ at the semiconductor,
\begin{equation}
D=\begin{cases}
0 & \text{below the layer},\\
-\sigma & \text{between the planes},\\
-\sigma+\sigma=0 & \text{above the layer}.
\end{cases}
\end{equation}
Neglecting screening means giving the space between the planes relative permittivity 1. The field there is $E=D/\varepsilon_0=-\sigma/\varepsilon_0$, pointing towards the semiconductor. Since $E=-d\phi/dx$, the potential rises towards the gate by
\begin{equation}
\Delta\phi=-\int E\,dx=\frac{\sigma d}{\varepsilon_0}=\frac{Np}{\varepsilon_0}.
\end{equation}

This rise lowers the electron levels of the gate, including its Fermi level, by $e\Delta\phi$ relative to those of the semiconductor. The applied gate voltage is the Fermi-level difference, semiconductor minus gate, divided by $e$. The voltage at which the bands are flat therefore increases by $\Delta\phi$:
\begin{equation}
\Delta V_{\rm FB}=\frac{Np}{\varepsilon_0},
\qquad
N=\frac{\varepsilon_0\,\Delta V_{\rm FB}}{p}.
\label{eq:main}
\end{equation}
Dipoles pointing the other way change the sign of $\sigma$ and shift the flat-band voltage by $-0.3$ V at the same density.

The separation $d$ has dropped out, and so have the oxide thicknesses and the permittivities outside the layer, because the field there is zero at flat band. A numerical solution of Poisson's equation for $d=0.2$ nm checks the size of the step and its independence of the thicknesses. With $1.0$ nm of silica (relative permittivity $3.9$), $2.0$ nm of high-permittivity oxide (relative permittivity $20$) and the density found below, the gate voltage that removes the surface field is $0.300000$ V. It is the same when both thicknesses are doubled.

A sheet of net charge behaves differently. With charge $Q$ per area at the same interface, the silica is still field-free at flat band, but the upper oxide has $D=Q$. If its thickness is $t$ and its relative permittivity $\varepsilon_2$, the potential changes towards the gate by
\begin{equation}
\Delta V_{\rm FB}=-\frac{Qt}{\varepsilon_0\varepsilon_2}.
\end{equation}
This shift grows with $t$, whereas the dipole shift does not. If the interface and the gate work function stay the same and the stack holds no other charge, the slope of the flat-band voltage against $t$ gives $Q$ for a known $\varepsilon_2$. If the thickness of the dipole layer is neglected, the value extrapolated to $t=0$ contains the dipole step plus the work-function difference between gate and semiconductor, which must be known separately. Real stacks also carry fixed charge $Q_f$ at the semiconductor--silica interface. The slope then gives $Q+Q_f$, and the intercept gains the term $-Q_ft_1/(\varepsilon_0\varepsilon_1)$ from silica of thickness $t_1$ and relative permittivity $\varepsilon_1$, about $-46$ mV for $10^{12}$ elementary charges per cm$^2$ and $t_1=1$ nm.

\subsection*{The number}

One debye is $3.336\times10^{-30}$ C\,m. Equation (\ref{eq:main}) gives
\begin{align}
\varepsilon_0\Delta V_{\rm FB}
&=(8.854\times10^{-12}\ \text{F/m})(0.30\ \text{V})
=2.656\times10^{-12}\ \text{C/m},\\
N&=\frac{2.656\times10^{-12}\ \text{C/m}}
{3.336\times10^{-30}\ \text{C\,m}}
=7.96\times10^{17}\ \text{m}^{-2}
=8.0\times10^{13}\ \text{cm}^{-2}.
\end{align}
In nanometres this is $N=0.796$ nm$^{-2}$. On a square lattice the spacing would be $a=N^{-1/2}=1.12$ nm.

The shift is proportional to both $N$ and $p$. Dividing $0.30$ V by $0.796$ nm$^{-2}$ gives a convenient form,
\begin{equation}
\Delta V_{\rm FB}\approx 0.377\ \text{V}\;
\left(\frac{N}{1\ \text{nm}^{-2}}\right)
\left(\frac{p}{1\ \text{D}}\right).
\end{equation}
Halving the moment doubles the required density.

For a sense of scale, take a charge separation of $0.2$ nm. One debye then corresponds to $0.104\,e$ at each end, a modest transfer of charge along a bond. The mean field between the planes is $0.30\ \text{V}/0.2\ \text{nm}=15$ MV/cm. This exceeds the rough $10$ MV/cm at which good silica films break down, but the two fields are not directly comparable: the dipole field is confined to the neighbourhood of the interface and changes a carrier's laterally averaged potential energy by only $0.3$ eV in total, whereas a breakdown field extends through the whole film. The mean also hides strong lateral variation, because the dipoles are much farther apart than $0.2$ nm.

The density can also be compared with that of atomic sites. Silica of density $2.2$ g/cm$^3$ and molar mass $60.08$ g/mol has two oxygen atoms per formula unit, hence $4.41\times10^{22}$ oxygen atoms per cm$^3$. The two-thirds power of this number, $1.25\times10^{15}$ cm$^{-2}$, is a rough areal density of oxygen sites. The dipoles would occupy a fraction $0.064$ of them, about one in sixteen.

\subsection*{Point dipoles instead of charged planes}

The same step follows from the potential of individual point dipoles. At height $z>0$ above the sheet, a normal dipole at lateral distance $r$ contributes
\begin{equation}
f(r)=\frac{p}{4\pi\varepsilon_0}\frac{z}{(r^2+z^2)^{3/2}} .
\label{eq:point}
\end{equation}
Spreading the dipoles evenly over a disc of radius $R$ gives, on its axis,
\begin{align}
\phi&=N\int_0^R f(r)\,2\pi r\,dr
=\frac{Npz}{2\varepsilon_0}\left[-\frac{1}{\sqrt{r^2+z^2}}\right]_0^R\\
&=\frac{Np}{2\varepsilon_0}\left(1-\frac{z}{\sqrt{R^2+z^2}}\right).
\end{align}
For $R\gg z$ this is $+Np/(2\varepsilon_0)$. Below the sheet the sign is reversed, so the difference is again $Np/\varepsilon_0$. An explicit sum over a square lattice with $R=600a$, evaluated at $z=\pm2a$, gives $0.2990$ V. The finite disc should lose a fraction of about $z/R=1/300$, or $0.001$ V, which accounts for the difference from $0.3$ V.

\subsection*{Imperfect alignment}

If all dipoles tilt by an angle $\theta$ from the normal, $p$ is replaced by $p\cos\theta$. The in-plane component of a uniform sheet has no divergence, so it produces no average charge and no average step. A tilt of $30^\circ$ raises the required density to $N/\cos30^\circ=9.2\times10^{13}$ cm$^{-2}$, an increase of 15\%.

Reversed dipoles also raise the required density. If a fraction $w$ points the wrong way, the net moment per dipole is $(1-w)p-wp=(1-2w)p$. With $w=0.1$ the density must rise by a factor $1/0.8=1.25$. As $w$ approaches one half, the average shift disappears at any finite density.

\subsection*{Dielectric screening}

The correction for screening depends on what the one debye means. If it is the total moment, including the electronic and ionic response of the surroundings, equation (\ref{eq:main}) already contains that response. If it is a bare moment placed in polarizable oxides, the field between the planes is reduced.

Suppose that half of the separation $d$ lies in silica, with relative permittivity $\varepsilon_1=3.9$, and half in the upper oxide, with $\varepsilon_2=20$. The displacement is still $-\sigma$ between the planes, but the field is $-\sigma/(\varepsilon_0\varepsilon_i)$ in each half. Adding the two potential rises gives
\begin{equation}
\Delta V_{\rm FB}
=\frac{\sigma}{\varepsilon_0}\frac d2
\left(\frac1{\varepsilon_1}+\frac1{\varepsilon_2}\right)
=\frac{Np}{\varepsilon_0\bar\varepsilon},
\qquad
\bar\varepsilon=\frac{2}{1/\varepsilon_1+1/\varepsilon_2}=6.53 .
\end{equation}
At the unscreened density the shift is only $0.30/6.53=0.046$ V, a value that the numerical Poisson solution reproduces. To recover $0.3$ V, the density must be
\begin{equation}
6.53\times7.96\times10^{13}\ \text{cm}^{-2}
=5.2\times10^{14}\ \text{cm}^{-2},
\end{equation}
or $0.42$ dipoles per oxygen site.

If the whole charge separation lay in the upper oxide, the factor would be 20 and the density $1.6\times10^{15}$ cm$^{-2}$, or $1.28$ per oxygen site. A bare moment of one debye would then need more than one dipole per site on this rough scale. These factors treat the oxides as continuous right up to the dipole charges. The local field at an atomic site can make the screening much weaker. For a dipole on a site of a cubic lattice of polarizable points with bulk permittivity $\varepsilon$, the factor is $3\varepsilon/(\varepsilon+2)$ instead of $\varepsilon$. This is $2.0$ for silica and $2.7$ for the upper oxide, or a density of about $1.6$ to $2.2\times10^{14}$ cm$^{-2}$. Bulk permittivities are themselves doubtful over $0.2$ nm. The results therefore show the sensitivity to screening and are not predictions for a particular interface.

\subsection*{Mutual depolarization}

Now keep the space around the dipoles at permittivity 1, but let each dipole have a polarizability volume $\alpha$ in addition to its permanent moment $p_0$. In the plane of the sheet, a normal dipole $p$ at distance $r$ produces the field $-p/(4\pi\varepsilon_0r^3)$, opposite to its own direction. On a square lattice, the field at one dipole due to all the others is
\begin{equation}
E=-\frac{pSN^{3/2}}{4\pi\varepsilon_0},
\qquad
S=\sum_{(m,n)\ne(0,0)}\frac{1}{(m^2+n^2)^{3/2}}\approx9.03 .
\end{equation}
The sum can be evaluated by adding terms out to a large radius $\rho$, in units of $a$, and replacing the rest by $\int_\rho^\infty2\pi r\,dr/r^3=2\pi/\rho$.

The induced moment is $4\pi\varepsilon_0\alpha E=-\alpha SN^{3/2}p$. Therefore
\begin{equation}
p=p_0-\alpha SN^{3/2}p
\quad\Longrightarrow\quad
p=\frac{p_0}{1+\alpha SN^{3/2}} .
\end{equation}
For a rough $\alpha=0.003$ nm$^3$, the coupling $\alpha SN^{3/2}$ is $0.0193$ and $p/p_0=0.981$. Solving the coupled equations for a finite square of $41\times41$ dipoles gives $0.9817$ at the centre, against $0.9811$ from the formula for the infinite lattice.

The density must now satisfy
\begin{equation}
\frac{N}{1+\alpha SN^{3/2}}=\frac{\varepsilon_0\Delta V_{\rm FB}}{p_0},
\end{equation}
which gives $8.12\times10^{13}$ cm$^{-2}$, an increase of 2\%. For this regular lattice and polarizability, neglecting depolarization is a good approximation. Random placement brings some dipoles closer together and strengthens the effect. If no two dipoles come closer than $r_0$, the mean coupling is roughly $\alpha N\int_{r_0}^\infty 2\pi r\,dr/r^3=2\pi\alpha N/r_0$. This is $0.054$ for $r_0=0.28$ nm and $0.075$ for $r_0=0.2$ nm, so the moment falls by about 5 to 7\% instead of 2\%. The coupling is also proportional to $\alpha$, which is only a rough choice here.

The neglect fails at high density. At $5.2\times10^{14}$ cm$^{-2}$ the lattice coupling $\alpha SN^{3/2}$ is already $0.32$ and $p/p_0=0.76$. Write $u=\alpha SN^{3/2}$. The derivative of the left side with respect to $N$ is
\begin{equation}
\frac{(1+u)-\tfrac32u}{(1+u)^2}=\frac{1-u/2}{(1+u)^2},
\end{equation}
so the shift reaches a maximum at $u=2$. Since $N\propto u^{2/3}$, this occurs at $(2/0.0193)^{2/3}\approx22$ times the present density. The spacing would then be about $0.24$ nm, where point dipoles are no longer a reliable description. Screening and depolarization both describe the response of matter to the dipoles, and their overlap means that their correction factors should not simply be multiplied.

\subsection*{Unevenness along the interface}

Equation (\ref{eq:main}) gives an average. The semiconductor surface lies about $z=1$ nm below the sheet, comparable with the dipole spacing, so the local potential can vary. The following estimates omit dielectric screening and the image charges in the gate and semiconductor.

For a square lattice, expand the dipole density in plane waves with reciprocal vectors $\mathbf G$. Each component has the same amplitude $Np$, because the dipoles are points. Its potential jumps by $Np/\varepsilon_0$ across the sheet and is odd in $z$, so it starts at $Np/(2\varepsilon_0)$ on the upper side. Laplace's equation then requires the decay $e^{-|\mathbf G|z}$:
\begin{equation}
\phi(\mathbf r,z)=\frac{Np}{2\varepsilon_0}
\sum_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}e^{-|\mathbf G|z},
\qquad z>0 .
\end{equation}
The four shortest nonzero vectors have length $2\pi/a$. Their plane waves add to $+4$ above a dipole and to $-4$ above the centre of a cell. The potential difference between these points is therefore approximately
\begin{equation}
\frac{Np}{2\varepsilon_0}\,8e^{-2\pi z/a}
=4(0.30\ \text{V})e^{-2\pi(1.0/1.121)}
=4.4\ \text{mV}.
\end{equation}
The direct lattice sum gives $4.42$ mV. By symmetry, the magnitude is the same below the sheet.

Random positions leave much larger variations. Divide the plane into small patches $dA$. If the dipoles are placed independently, the number in each patch has variance $N\,dA$, and the patches are uncorrelated. With $f$ from equation (\ref{eq:point}), the variance of the potential is
\begin{align}
s^2&=N\int_0^\infty f(r)^2\,2\pi r\,dr
=\frac{Np^2z^2}{16\pi^2\varepsilon_0^2}\,2\pi
\int_0^\infty\frac{r\,dr}{(r^2+z^2)^3}\\
&=\frac{Np^2z^2}{16\pi^2\varepsilon_0^2}\,
\frac{2\pi}{4z^4}
=\frac{Np^2}{32\pi\varepsilon_0^2z^2}.
\end{align}
Taking the square root and using $\Delta V_{\rm FB}=Np/\varepsilon_0$,
\begin{equation}
s=\frac{\Delta V_{\rm FB}}{\sqrt{32\pi Nz^2}}
=\frac{0.30\ \text{V}}{\sqrt{32\pi(0.796)(1.0)^2}}
=34\ \text{mV}.
\end{equation}
A sample of 4000 random arrangements gives $34.0$ mV, against $33.5$ mV from the formula. This standard deviation is 11\% of the average shift. At a fixed average shift $N\propto1/p$, so $s\propto\sqrt p$: fewer, stronger dipoles make a less even interface.

\subsection*{Comparison with real gate stacks}

The thicknesses and permittivities used here are rough values for a hafnia-based stack on silica. In such stacks, adding lanthanum or aluminium oxide can shift the flat-band voltage by a few tenths of a volt, and interface dipoles are one proposed explanation. The target of $0.3$ V is thus a realistic size, while the uniform one-debye moment is a model choice. Real interfaces are disordered, and their moments need not be equal or aligned. If one debye is the bare moment, the neglect of screening matters far more in this example than that of depolarization: it moves the required density from $8.0\times10^{13}$ to $5.2\times10^{14}$ cm$^{-2}$ in the continuum model with the charges divided equally between the oxides, and to about $2\times10^{14}$ cm$^{-2}$ when the local field at a lattice site is allowed for. The numerical output lists the densities found for screening, depolarization and tilt.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS
target flat-band shift: 0.30 V
dipole moment, 1 D: 3.33564e-30 C m
vacuum permittivity: 8.85419e-12 F/m
relative permittivity, silica: 3.9
relative permittivity, high-k: 20.0
silica thickness: 1.0 nm
high-k thickness: 2.0 nm
charge separation: 0.2 nm
polarizability volume: 0.003 nm^3
tilt angle: 30 degrees
silica density: 2.2 g/cm^3
silica molar mass: 60.08 g/mol
MAIN ESTIMATE
moment per area: 2.6563e-12 C/m
density: 7.963e+17 m^-2
density: 7.963e+13 cm^-2
density: 0.7963 nm^-2
area per dipole: 1.256 nm^2
square-lattice spacing: 1.121 nm
charge at each dipole end: 0.104 e
field inside layer: 15.0 MV/cm
CHECKS OF THE STEP
Poisson shift, thin stack: 0.300000 V
Poisson shift, doubled stack: 0.300000 V
point-dipole sum, finite disc: 0.2990 V
NEGLECTED EFFECTS
harmonic-mean permittivity: 6.53
screened shift at main density: 0.0460 V
density, half in each oxide: 5.20e+14 cm^-2
density, all in high-k: 1.59e+15 cm^-2
lattice sum S: 9.0336
depolarization coupling: 0.0193
moment ratio, formula: 0.9811
moment ratio, cluster: 0.9817
density, depolarized: 8.121e+13 cm^-2
density, tilted: 9.195e+13 cm^-2
lattice ripple at 1 nm, formula: 4.41 mV
lattice ripple at 1 nm, sum: 4.42 mV
random-position sd, formula: 33.5 mV
random-position sd, sampled: 34.0 mV
COVERAGE SCALE
oxygen number density: 4.41e+22 cm^-3
oxygen areal density: 1.25e+15 cm^-2
main density / oxygen: 0.064
half-in-each / oxygen: 0.42
all-in-high-k / oxygen: 1.28
\end{verbatim}
